# Why one bulk heavy-hole mass fails in a silicon inversion layer

A subband model of a p-channel transistor turns a hole density into a Fermi energy, and a Fermi energy into a velocity. Both steps need the in-plane dispersion. The decision is whether to replace it by a parabola with one number, the bulk heavy-hole mass that also fixes the quantized energy, or to compute it. The example below shows what the single number costs, and the proof after it shows which part of the single-mass picture survives.

## The model

Hartree atomic units are used ($\hbar=m_0=e=1$), with 1 mHa $=10^{-3}$ hartree. Hole energies count upward from the valence-band top. The holes move in the potential $Fz$ for $z>0$, with a hard wall at $z=0$ and $z$ along [001]. The model leaves out self-consistent screening, penetration into the oxide, strain, many-body effects and interface terms.

The six-band Luttinger–Kohn Hamiltonian acts on orbitals $X,Y,Z$ with spin. With the abbreviations

$$w_x=\gamma_1-2\gamma_2,\qquad w_z=\gamma_1+4\gamma_2,$$

its orbital part is

$$H_{xx}=\tfrac12 w_zk_x^2+\tfrac12 w_x(k_y^2+k_z^2),\qquad H_{xy}=3\gamma_3k_xk_y,$$

and cyclic permutations. In the well, $k_z$ becomes $p_z=-i\,d/dz$. The spin-orbit term is $\frac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma)$. Since $\mathbf L\cdot\boldsymbol\sigma=J(J+1)-L(L+1)-S(S+1)$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$, this term is $0$ for the heavy and light holes and $\Delta$ for the split-off holes.

The parameters are round values with the features of silicon that matter here, strong warping and a small splitting: $\gamma_1=4.3$, $\gamma_2=0.35$, $\gamma_3=1.45$, $\Delta=1.6$ mHa. Unless stated otherwise, $F=10^{-4}$ (0.51 MV/cm).

## The counter-example

For $\mathbf k$ along [001] the state $(X+iY)\!\uparrow/\sqrt2$ has energy $w_xk^2/2$, so the bulk heavy-hole mass is $1/w_x=1/3.6=0.278$. The claim to be examined is that this mass describes the inversion layer.

It passes the first trial. At zero in-plane wave vector the heavy-hole envelope obeys

$$-\tfrac12w_xf''+Fzf=Ef .$$

With $\ell=(w_x/2F)^{1/3}$ and $\xi=z/\ell-E/(F\ell)$ this becomes $d^2f/d\xi^2=\xi f$, whose decaying solution is the Airy function $\mathrm{Ai}(\xi)$. The wall requires $\mathrm{Ai}(-E/F\ell)=0$. The first zero lies at $-2.338$, so

$$E_1=2.338\,F\ell=2.338\left(\frac{w_xF^2}{2}\right)^{1/3}=2.338\times2.621\times10^{-3}=6.13\times10^{-3},$$

that is, 6.13 mHa or 167 meV. Diagonalization of the full Hamiltonian gives the same edge.

The claim fails for motion in the plane. At $k=0.02$ bohr$^{-1}$ it predicts an energy above the edge of $k^2/(2\times0.2778)=0.72$ mHa. The lower computed branch lies at 0.45 mHa along [100] and at 0.24 mHa along [110], a third of the prediction.

The density suffers accordingly. A spin-degenerate parabola holds $p=mE_F/\pi$ holes per area at zero temperature, where $E_F$ is measured from the edge. For $E_F=0.3$ mHa,

$$p=\frac{0.2778\times3\times10^{-4}}{\pi}=2.65\times10^{-5}\ \text{bohr}^{-2}=0.95\times10^{12}\ \text{cm}^{-2}.$$

The computed lowest pair of branches holds $1.84\times10^{12}$ cm$^{-2}$. To fit that density into the parabola, the Fermi energy would have to be $0.3\times1.84/0.95\approx0.58$ mHa. This is above the next computed subband, which at $k=0$ lies 0.52 mHa above the first edge and has its minimum, about 0.50 mHa, at a small finite $k$. A parabola combined with the computed edges would therefore predict occupation of a second subband too early. The single-mass model taken alone errs the other way: its second level is the next Airy level, 4.59 mHa above the first, so it fills a second subband too late. This filling argument holds at zero temperature. At 300 K, $kT=0.95$ mHa exceeds both $E_F$ and the gap: the same total density then puts the Fermi level about 2 mHa below the edge and about a third of the holes in higher subbands, so a room-temperature device needs thermal sums over several subbands.

The bulk mass is not even one number in the bulk. For $\mathbf k$ along [110], $k_x^2=k_y^2=k_xk_y=k^2/2$, and therefore

$$H_{xx}=H_{yy}=\tfrac12(\gamma_1+\gamma_2)k^2,\quad H_{zz}=\tfrac12w_xk^2,\quad H_{xy}=\tfrac32\gamma_3k^2 .$$

When $k^2\ll\Delta$, the $J=3/2$ states suffice. The heavy state $(X+iY)\!\uparrow/\sqrt2$ couples to the light state made of $(X-iY)\!\uparrow/\sqrt2$ with weight $1/3$ and $Z\!\downarrow$ with weight $2/3$. The light diagonal element is $\frac{k^2}{2}\left[\frac13(\gamma_1+\gamma_2)+\frac23(\gamma_1-2\gamma_2)\right]=\frac{k^2}{2}(\gamma_1-\gamma_2)$. The coupling has magnitude $H_{xy}/\sqrt3=\frac{k^2}{2}\sqrt3\,\gamma_3$. The lower eigenvalue of this two-by-two problem gives

$$\frac1m=\gamma_1-\sqrt{\gamma_2^2+3\gamma_3^2}=1.76,\qquad m=0.567 .$$

When $k^2\gg\Delta$, spin-orbit coupling drops out and the lowest state is $(X-Y)/\sqrt2$, with $1/m=\gamma_1+\gamma_2-3\gamma_3=0.30$ and $m=3.33$. The bulk mass thus depends on direction and on energy before any well is present.

## The correct statement

Let $w_x,\gamma_2,\Delta>0$ and $\gamma_3\ne0$. In the (001) well above:

1. The lowest level at $k=0$, called the edge here, is $E_1$, fixed by the bulk [001] heavy-hole mass.
2. The in-plane mass at that edge is isotropic and given by
$$\frac1{m_{\rm edge}}=\gamma_1+\gamma_2-9\gamma_3^2S,\qquad S=\sum_n\frac{|\langle\zeta_n|p_z|f_1\rangle|^2}{E_n-E_1}>0,$$
where $f_1$ is the heavy-hole envelope and $\zeta_n$ is the $Z$ component of the $n$-th coupled light-hole/split-off state at $k=0$.
3. The edge mass depends on field and splitting only through $\Delta/F^{2/3}$. Direction and energy dependence enter beyond second order in $k$.

## Proof

**The states at $k=0$.** Write $u_\pm=(X\pm iY)/\sqrt2$. The term $\mathbf L\cdot\boldsymbol\sigma$ conserves the total angular momentum $m_j$ along $z$, and at $k=0$ so does the orbital part. The state $u_+\!\uparrow$, with $m_j=3/2$, stands alone and gives the Airy problem. For $m_j=1/2$ the states $u_+\!\downarrow$ and $Z\!\uparrow$ mix:

$$H_{1/2}=\begin{pmatrix}\frac12w_xp_z^2+Fz+\frac23\Delta&\frac{\sqrt2}{3}\Delta\\\frac{\sqrt2}{3}\Delta&\frac12w_zp_z^2+Fz+\frac13\Delta\end{pmatrix}.$$

The entries follow from $L_z\sigma_z=-1$ on $u_+\!\downarrow$ and $0$ on $Z\!\uparrow$, and from $\langle u_+\!\downarrow|\mathbf L\cdot\boldsymbol\sigma|Z\!\uparrow\rangle=-\sqrt2$, since $(L_x+iL_y)Z=-(X+iY)$. The program uses the opposite phase for $u_+$, which reverses the sign of the off-diagonal element and does not affect $S$. Negative $m_j$ gives the time-reversed copies.

The spin-orbit matrix has trace $\Delta$ and determinant $\frac29\Delta^2-\frac29\Delta^2=0$, hence eigenvalues $0$ and $\Delta$, neither negative. Also $w_z-w_x=6\gamma_2>0$. Every expectation value of $H_{1/2}$ is therefore at least $E_1$. Equality would need a vanishing $Z$ part, but then the spin-orbit energy would be $\frac23\Delta>0$. So $E_n>E_1$ for all $n$, which proves point 1 and makes every term of $S$ non-negative. The edge is also the bottom of the subband only if no state at finite $k$ lies lower. The hypotheses do not guarantee this, since a large enough $\gamma_3$ makes $1/m_{\rm edge}$ negative. With the other parameters of the example this takes $\gamma_3>2.40$. By then the model has no lowest state at all: the bulk inverse mass $\gamma_1+\gamma_2-3\gamma_3$ along [110] at large $k$ is already negative for $\gamma_3>1.55$, and $\gamma_1-2\gamma_3$ along [111] for $\gamma_3>2.15$. In the example both branches rise from $k=0$ at the computed wave vectors.

**Second order in $k$.** The diagonal element for $u_+$ is

$$\tfrac12(H_{xx}+H_{yy})=\tfrac14(w_x+w_z)k^2+\tfrac12w_xp_z^2=\tfrac12(\gamma_1+\gamma_2)k^2+\tfrac12w_xp_z^2,$$

because the two contributions of $H_{xy}$, $+\frac i2H_{xy}$ and $-\frac i2H_{xy}$, cancel. Without mixing, the in-plane mass would be $1/(\gamma_1+\gamma_2)=0.215$: the state that is heavy along $z$ is light in the plane.

The terms linear in $k$ are $H_{xz}=3\gamma_3k_xp_z$ and $H_{yz}=3\gamma_3k_yp_z$. They conserve spin and give

$$\langle Z\!\uparrow|H|u_+\!\uparrow\rangle=\frac{3\gamma_3}{\sqrt2}(k_x+ik_y)p_z .$$

Its squared modulus carries $\frac92\gamma_3^2(k_x^2+k_y^2)$. Second-order perturbation theory then gives

$$E(k)=E_1+\tfrac12(\gamma_1+\gamma_2)k^2-\tfrac92\gamma_3^2k^2S .$$

Setting the $k^2$ terms equal to $k^2/2m_{\rm edge}$ yields the formula.

The edge is doubly degenerate, so a matrix element between $m_j=3/2$ and $m_j=-3/2$ must also be excluded. Each power of $k$ can change $m_j$ by at most one unit, and a change of three units therefore needs at least $k^3$. The quadratic term is thus diagonal, and it contains $k_x$ and $k_y$ only through $k_x^2+k_y^2$. This proves isotropy.

$S$ is positive, not zero. If all $\langle\zeta_n|p_z|f_1\rangle$ vanished, completeness would force $p_zf_1=0$, which a bound state cannot satisfy. Mixing therefore makes the edge mass larger than 0.215. The computed value is 0.338, both from the curvature of the diagonalized subband and from a separate evaluation of $S$.

**Field dependence.** Put $z=z'/s$, so $p_z=sp_z'$, and replace $k$ by $sk$, $F$ by $s^3F$ and $\Delta$ by $s^2\Delta$. Every term of $H$ acquires the factor $s^2$, and the wall stays at zero:

$$E(sk;s^3F,s^2\Delta)=s^2E(k;F,\Delta).$$

Two derivatives with respect to $k$ give $s^2$ on both sides, so the edge mass is unchanged. It can depend only on the invariant combination $\Delta/F^{2/3}$, which completes point 3 for the field.

## What depends on field, and how much

When $\Delta$ is much larger than all other energies, the split-off states disappear and no second energy scale remains. The edge mass of this four-band limit is then independent of field; the computed value is 0.301 at both $F=10^{-4}$ and $4\times10^{-4}$.

A hand estimate shows the size of the mixing in this limit. The light hole has $Z$ weight $2/3$. If its levels are replaced by those of the heavy hole, the relation $[z,H]=iw_xp_z$ gives $\langle n|p_z|1\rangle=i(E_n-E_1)\langle n|z|1\rangle/w_x$. Hence

$$\sum_n\frac{|\langle n|p_z|1\rangle|^2}{E_n-E_1}=\frac{i}{w_x}\langle1|p_zz|1\rangle=\frac{1}{2w_x},$$

since $\langle1|p_zz|1\rangle=-i/2$ for a real envelope. With $S\approx\frac23\cdot\frac1{2w_x}$,

$$\frac1m\approx\gamma_1+\gamma_2-\frac{3\gamma_3^2}{w_x}=4.65-1.75=2.90,$$

or $m\approx0.345$. This is about 14% above the computed 0.301, the price of the replaced levels.

With the finite $\Delta$ of the example, the edge mass rises from 0.329 to 0.345 as the field grows sixteenfold from $2.5\times10^{-5}$ to $4\times10^{-4}$. This is a change of 5%, so over this range the field dependence at the edge is real but weak. The two limits are 0.301 for $\Delta/F^{2/3}\to\infty$ and 0.351 for $\Delta/F^{2/3}\to0$.

At fixed $k$ the mass can depend on field even without the scale $\Delta$, because scaling then leaves the variable $k/F^{1/3}$. In the example this dependence is stronger than the one at the edge. Define the velocity mass $m_v=k/(\partial E/\partial k)$ and average it over the two branches. At $k=0.02$ bohr$^{-1}$ along [110], the four-band values at the three fields are 0.95, 0.88 and 0.53. The six-band values are 1.52, 1.66 and 1.17, which are larger and not monotonic in the field.

## Direction and energy

Warping enters through the quadratic coupling

$$\langle u_-|H|u_+\rangle=\tfrac12(H_{xx}-H_{yy})+iH_{xy}=\tfrac32k^2\left(\gamma_2\cos2\varphi+i\gamma_3\sin2\varphi\right),$$

where $\varphi$ is the angle from [100]. Its square contributes to the energy at order $k^4$ and is larger along [110] by $(\gamma_3/\gamma_2)^2\approx17$. The same coupling also acts together with two of the linear terms at order $k^4$, so this ratio describes one contribution to the anisotropy, not its full size.

At small $k$ the cubic matrix element between the two edge states splits them. Odd powers of $k$ contain an odd number of factors $p_z$, so in a well symmetric about its centre this cubic element vanishes by parity. The triangular well has no such symmetry. At $k=0.02$ bohr$^{-1}$, where higher orders already contribute, the branches differ by 0.09 mHa along [100] and 0.08 mHa along [110]. Their velocity masses are 0.69 and 0.43 along [100], against 1.62 and 1.70 along [110].

On a (110) surface the normal is only a twofold axis, and nothing forces equal coefficients of the two squared wave-vector components. The two branches also split linearly in $k$ there, which moves the subband minimum slightly away from $k=0$. The masses quoted here are therefore defined by the curvature of the mean of the two branches at $k=0$: 0.279 along [001] and 0.115 along $[1\bar10]$. The shift lowers the minimum by no more than about $2\times10^{-4}$ mHa. The first mass is close to the bulk value 0.278 and equals it at $\Delta=0$. The lowest state is then $(X-Y)/\sqrt2$, and for $k_x=k_y$ its couplings $3\gamma_3k_z(k_x-k_y)/\sqrt2$ to $Z$ and $\frac12(H_{xx}-H_{yy})$ to $(X+Y)/\sqrt2$ vanish, which leaves $\frac12w_xk_z^2$. The second mass shows that the bulk value does not describe this surface either.

For the density, let $k_b(\varphi,E)$ be the energy contour of branch $b$, assumed to be crossed once in each direction. Its area is $\frac12\int k_b^2\,d\varphi$, and states have density $1/4\pi^2$ in $k$-space. The density of states is therefore

$$g(E)=\frac1{4\pi^2}\sum_b\int_0^{2\pi}k_b\frac{\partial k_b}{\partial E}\,d\varphi=\frac1{4\pi^2}\sum_b\int_0^{2\pi}m_v\,d\varphi .$$

A spin-degenerate parabola has $g=m/\pi$. The density-of-states mass $\pi g$ is thus the average of $m_v$ over angle and both branches at fixed energy. It is 0.42, 0.86 and 1.22 at 0.1, 0.3 and 0.7 mHa above the edge. The last value counts the lowest pair alone, although the next subband has already opened at that energy. These numbers belong to the fixed, unscreened field. With the permittivity 11.7 of silicon, $F=10^{-4}$ corresponds to a sheet charge of $3.3\times10^{12}$ cm$^{-2}$. The density at 0.3 mHa is more than half of this, and the zero-temperature density at 0.7 mHa, $6.8\times10^{12}$ cm$^{-2}$, exceeds it, so a device at such fillings needs a self-consistent potential.

The edge mass is therefore useful only close to the edge. At $k=0.01$ bohr$^{-1}$ along [110] it predicts 0.148 mHa above the edge, while the two computed branches lie at 0.104 and 0.137 mHa. A parabola can still be fitted over a narrow energy window, but its mass then belongs to that window, field, surface and purpose. A mobility calculation also needs the scattering rates, which none of these masses supplies. The numerical output lists the values obtained by diagonalization; the Airy spacing and the estimates follow from the formulas above.

## Values computed for the example and the checks

```
inputs: gamma1 4.3, gamma2 0.35, gamma3 1.45, Delta 1.60 mHa
bulk heavy-hole mass, small k, [001]: 0.2778 m0
bulk heavy-hole mass, small k, [110]: 0.5668 m0
bulk heavy-hole mass, small k, [111]: 0.7143 m0
bulk lowest-band mass, k^2 >> Delta, [110]: 3.333 m0
in-plane heavy-hole mass without mixing: 0.2151 m0
F = 2.50e-05 a.u. (0.129 MV/cm):
  edge E1 2.4317 mHa (66.2 meV), gap to next pair 0.2506 mHa
  edge mass: diagonalization 0.3285, second order 0.3285 m0
  branch-mean velocity mass, k=0.02/bohr [110]: six-band 1.5165, four-band 0.9547 m0
F = 1.00e-04 a.u. (0.514 MV/cm):
  edge E1 6.1276 mHa (166.7 meV), gap to next pair 0.5238 mHa
  edge mass: diagonalization 0.3384, second order 0.3384 m0
  branch-mean velocity mass, k=0.02/bohr [110]: six-band 1.6604, four-band 0.8784 m0
F = 4.00e-04 a.u. (2.057 MV/cm):
  edge E1 15.4405 mHa (420.2 meV), gap to next pair 0.8221 mHa
  edge mass: diagonalization 0.3449, second order 0.3449 m0
  branch-mean velocity mass, k=0.02/bohr [110]: six-band 1.1739, four-band 0.5291 m0
four-band edge mass at F = 1.0e-04 and 4.0e-04 a.u.: 0.3014, 0.3014 m0
(001) edge mass at F_mid along [100], [110]: 0.3384, 0.3384 m0
(110) edge mass at F_mid along [001], [1-10]: 0.2786, 0.1152 m0
F_mid, two branches: energy above edge (mHa); velocity mass (m0)
  [100] k=0.01/bohr: 0.1404, 0.1459; 0.376, 0.350
  [100] k=0.02/bohr: 0.4495, 0.5390; 0.688, 0.430
  [100] k=0.03/bohr: 0.6986, 0.9235; 1.300, 1.320
  [110] k=0.01/bohr: 0.1043, 0.1370; 0.658, 0.434
  [110] k=0.02/bohr: 0.2387, 0.3164; 1.617, 1.704
  [110] k=0.03/bohr: 0.3782, 0.4324; 1.852, 2.277
  constant bulk [001] mass, k=0.01/bohr: 0.1800 mHa
  constant bulk [001] mass, k=0.02/bohr: 0.7200 mHa
  constant bulk [001] mass, k=0.03/bohr: 1.6200 mHa
F_mid, lowest pair: DOS mass; zero-temperature density (constant-mass value)
  0.1 mHa above edge: 0.424 m0; 0.43 (0.32) 1e12/cm^2
  0.3 mHa above edge: 0.855 m0; 1.84 (0.95) 1e12/cm^2
  0.7 mHa above edge: 1.223 m0; 6.80 (2.21) 1e12/cm^2
```
